# From LS to jj coupling in t2g^4: the Van Vleck gap: verification in Python

```python
"""Four t2g electrons with Kanamori interaction and spin-orbit coupling.

Result under test: the ground state has J = 0 and the gap to the only
J = 1 level is
    gap = (R - 5 JH)/2,   R = sqrt((5 JH + lam)^2 + 8 lam^2).
U, JH : Kanamori parameters, with U' = U - 2 JH and pair hopping JH
lam   : one-electron spin-orbit constant in lam * sum L.s, lam > 0
L     : d-shell orbital angular momentum projected on t2g (units of hbar)
l=-L  : effective l = 1 operator;  J = S + l
The numerical side is diagonalization of second-quantized matrices built
from the definitions; the other side is the closed formulas.
"""
import numpy as np
from scipy import constants as const

# ---------- orbital angular momentum from the full d shell ----------
m = np.arange(-2, 3)
Lz5 = np.diag(m).astype(complex)
Lp5 = np.zeros((5, 5), complex)
for i in range(4):
    Lp5[i + 1, i] = np.sqrt(6 - m[i] * (m[i] + 1))
L5 = [(Lp5 + Lp5.conj().T) / 2, (Lp5 - Lp5.conj().T) / 2j, Lz5]
r = 1 / np.sqrt(2)
orbitals = np.array([[0, 1j * r, 0, 1j * r, 0],      # yz
                     [0, r, 0, -r, 0],               # zx
                     [1j * r, 0, 0, 0, -1j * r]]).T  # xy
L3 = [orbitals.conj().T @ a @ orbitals for a in L5]
eps = np.zeros((3, 3, 3))
for a, b, c in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    eps[a, b, c], eps[a, c, b] = 1, -1
for k in range(3):
    assert np.allclose(-L3[k], -1j * eps[k])
l3 = [-a for a in L3]
assert np.allclose(l3[0] @ l3[1] - l3[1] @ l3[0], 1j * l3[2])

# two-particle identity: l1.l2 = orbital swap - sum |aa><bb|
swap = np.zeros((9, 9))
for a in range(3):
    for b in range(3):
        swap[3 * a + b, 3 * b + a] = 1
pair = np.eye(3).reshape(9)
assert np.allclose(sum(np.kron(a, a) for a in l3),
                   swap - np.outer(pair, pair))

# ---------- Fock space, spin-orbital index = 2*orbital + spin ----------
lower = np.array([[0, 1], [0, 0]], float)
sign = np.diag([1.0, -1.0])
ann = []
for p in range(6):
    op = np.eye(1)
    for q in range(6):
        op = np.kron(op, sign if q < p else lower if q == p else np.eye(2))
    ann.append(op)
cre = [a.T for a in ann]
num = [cre[p] @ ann[p] for p in range(6)]
Ntot = sum(num)


def one_body(h):
    return sum(h[p, q] * cre[p] @ ann[q]
               for p in range(6) for q in range(6) if abs(h[p, q]) > 1e-14)


s2 = [np.array([[0, 1], [1, 0]]) / 2, np.array([[0, -1j], [1j, 0]]) / 2,
      np.diag([0.5, -0.5])]
so_one = sum(np.kron(L3[k], s2[k]) for k in range(3))
assert np.allclose(np.linalg.eigvalsh(so_one), [-0.5] * 4 + [1] * 2)
S = [one_body(np.kron(np.eye(3), a)) for a in s2]
L = [one_body(np.kron(a, np.eye(2))) for a in L3]
SO = one_body(so_one)
# projector on j = 1/2, where l.s = -1 (it is +1/2 for j = 3/2)
n_half_full = one_body((np.eye(6) + 2 * so_one) / 3)
S_sq = sum(a @ a for a in S)
L_sq = sum(a @ a for a in L)
J_sq = sum((S[k] - L[k]) @ (S[k] - L[k]) for k in range(3))


def kanamori(U, JH):
    Up = U - 2 * JH
    H = np.zeros((64, 64))
    for a in range(3):
        au, ad = 2 * a, 2 * a + 1
        H += U * num[au] @ num[ad]
        for b in range(3):
            if a == b:
                continue
            bu, bd = 2 * b, 2 * b + 1
            H += Up * num[au] @ num[bd]
            H += (Up - JH) / 2 * (num[au] @ num[bu] + num[ad] @ num[bd])
            H -= JH * cre[au] @ ann[ad] @ cre[bd] @ ann[bu]
            H += JH * cre[au] @ cre[ad] @ ann[bd] @ ann[bu]
    return H


# operator form of the interaction, in every particle-number sector
for U, JH in [(2.0, 0.3), (1.1, 0.47)]:
    compact = ((U - 3 * JH) * Ntot @ (Ntot - np.eye(64)) / 2
               - 2 * JH * S_sq - JH / 2 * L_sq + 2.5 * JH * Ntot)
    assert np.allclose(kanamori(U, JH), compact)

# ---------- four-electron sector ----------
idx = np.where(np.isclose(np.diag(Ntot), 4))[0]
assert len(idx) == 15


def sector(op):
    return op[np.ix_(idx, idx)]


SO4, S_sq4, J_sq4 = sector(SO), sector(S_sq), sector(J_sq)
n_half = sector(n_half_full)
Mz = sector(L[2] + 2 * S[2])          # minus the moment, in Bohr magnetons
one = np.eye(15)
closed_shell = (one - n_half) @ (2 * one - n_half) / 2


def hamiltonian(U, JH, lam):
    return sector(kanamori(U, JH)) + lam * SO4


def mean(op, v):
    return np.vdot(v, op @ v).real


def root(JH, lam):
    return np.sqrt((5 * JH + lam)**2 + 8 * lam**2)


def gap_formula(JH, lam):
    return (root(JH, lam) - 5 * JH) / 2


def levels_formula(JH, lam):
    R = root(JH, lam)
    Q = np.sqrt((2 * JH - lam / 2)**2 + 2 * lam**2)
    e0 = [(5 * JH - lam - R) / 2, (5 * JH - lam + R) / 2]
    e2 = [JH + lam / 4 - Q / 2, JH + lam / 4 + Q / 2]
    return np.sort(e0 + [-lam / 2] * 3 + [e2[0]] * 5 + [e2[1]] * 5)


def numerical_gap(JH, lam, U=2.0):
    e = np.linalg.eigvalsh(hamiltonian(U, JH, lam))
    return e[1] - e[0]


for U, JH, lam in [(2, 0.3, 0.0), (2, 0.0, 0.4), (2, 0.3, 0.4),
                   (3, 0.05, 0.7), (1, 0.8, 0.1), (5, 0.24, 0.4)]:
    H = hamiltonian(U, JH, lam)
    assert np.allclose(H @ J_sq4, J_sq4 @ H)
    e = np.linalg.eigvalsh(H) - (6 * U - 13 * JH)
    assert np.allclose(e, levels_formula(JH, lam), atol=1e-10)

# ground state, first excited level, weights and moment along the path
gaps = []
for x in np.concatenate([[0.0], np.geomspace(0.01, 100, 25)]):
    e, v = np.linalg.eigh(hamiltonian(2.0, x, 1.0))
    g = v[:, 0]
    gaps.append(e[1] - e[0])
    assert gaps[-1] > 0.49 and abs(mean(J_sq4, g)) < 1e-9
    assert abs(gaps[-1] - gap_formula(x, 1.0)) < 1e-9
    if x > 0:
        assert all(abs(mean(J_sq4, v[:, k]) - 2) < 1e-7 for k in (1, 2, 3))
        assert e[4] - e[3] > 1e-4
    R = root(x, 1.0)
    wP = (1 + (5 * x + 1) / R) / 2
    wjj = (1 + (5 * x + 9) / (3 * R)) / 2
    assert abs(mean(S_sq4, g) / 2 - wP) < 1e-9
    assert abs(mean(closed_shell, g) - wjj) < 1e-9
    assert abs(mean(n_half, g) - 2 * (1 - wjj)) < 1e-9
    moved = Mz @ g
    assert np.allclose(J_sq4 @ moved, 2 * moved, atol=1e-8)
    assert abs(np.vdot(moved, moved).real - 6 * wP) < 1e-8
assert np.all(np.diff(gaps) < 0) and abs(gaps[0] - 1.5) < 1e-10
assert abs(gaps[-1] - 0.5) < 0.005

# equal closeness to both limiting states at JH = 3 lam/5
g = np.linalg.eigh(hamiltonian(2.0, 0.6, 1.0))[1][:, 0]
assert abs(mean(S_sq4, g) / 2 - mean(closed_shell, g)) < 1e-10

# the error of each first-order expansion must fall as the second order
err_ls = [numerical_gap(x, 1.0) - 0.5 - 2 / (5 * x) for x in (20, 40)]
err_jj = [numerical_gap(x, 1.0) - 1.5 + 5 * x / 3 for x in (0.01, 0.005)]
assert abs(err_ls[0] / err_ls[1] - 4) < 0.2
assert abs(err_jj[0] / err_jj[1] - 4) < 0.2

# ---------- worked example ----------
U, JH, lam = 2.0, 0.30, 0.40
H = hamiltonian(U, JH, lam)
e, v = np.linalg.eigh(H)
g = v[:, 0]
gap = e[1] - e[0]
assert abs(numerical_gap(JH, lam, U=7.0) - gap) < 1e-10   # U drops out

# removing the spin-orbit mixing between S = 1 and S = 0
triplet = S_sq4 / 2
e_cut = np.linalg.eigvalsh(H - lam * SO4 + lam * triplet @ SO4 @ triplet)
gap_cut = e_cut[1] - e_cut[0]
assert abs(gap_cut - lam / 2) < 1e-10

# Van Vleck susceptibility from the curvature of the energy in a field
b = 1e-3                                # Bohr magneton times field, eV
e_plus = np.linalg.eigvalsh(H + b * Mz)[0]
e_minus = np.linalg.eigvalsh(H - b * Mz)[0]
chi_curv = -(e_plus - 2 * e[0] + e_minus) / b**2
wP = mean(triplet, g)
wjj = mean(closed_shell, g)
chi = 12 * wP / gap
assert abs(chi_curv / chi - 1) < 2e-4   # finite-field error ~ (b/gap)^2

# Gaussian Bohr magneton e*hbar/(2 m c)
c_cgs = const.c * 100
muB = (const.e * const.c * 10) * (const.hbar * 1e7) / (
    2 * const.m_e * 1e3 * c_cgs)
muB_SI = const.physical_constants["Bohr magneton"][0]
assert abs(muB / (muB_SI * 1e3) - 1) < 1e-7
chi_mol = const.N_A * muB**2 * chi / (const.e * 1e7)

print(f"U = {U:.2f} eV, JH = {JH:.2f} eV, lambda = {lam:.2f} eV")
print(f"JH/lambda = {JH/lam:.3f}")
E_P = 6 * U - 13 * JH
print(f"3P energy without spin-orbit = {E_P:.4f} eV")
print(f"1D above 3P = {2*JH:.4f} eV, 1S above 3P = {5*JH:.4f} eV")
print(f"J=0 coupling sqrt(2)*lambda = {np.sqrt(2)*lam:.4f} eV")
print(f"J=2 coupling lambda/sqrt(2) = {lam/np.sqrt(2):.4f} eV")
print(f"R = {root(JH, lam):.4f} eV")
print("levels: J, degeneracy, E - E(3P) in eV, E - E(ground) in eV")
k = 0
while k < 15:
    deg = int(np.sum(np.abs(e - e[k]) < 1e-8))
    Jval = (np.sqrt(1 + 4 * abs(mean(J_sq4, v[:, k]))) - 1) / 2
    print(f"  {Jval:.0f}  {deg}  {e[k]-E_P:9.4f}  {e[k]-e[0]:9.4f}")
    k += deg
print(f"Van Vleck gap = {gap:.4f} eV")
print(f"gap / k_B = {gap*const.e/const.k:.0f} K")
print(f"gap without 3P-1S mixing = {gap_cut:.4f} eV")
print(f"LS limit lambda/2 = {lam/2:.4f} eV")
print(f"LS with first correction = {lam/2+2*lam**2/(5*JH):.4f} eV")
print(f"jj limit 3*lambda/2 = {1.5*lam:.4f} eV")
print(f"jj with first correction = {1.5*lam-5*JH/3:.4f} eV")
print(f"3P0 weight = {wP:.4f}, 1S0 weight = {1-wP:.4f}")
print(f"filled j=3/2 shell weight = {wjj:.4f}")
print(f"electrons in j=1/2 = {mean(n_half, g):.4f}")
print(f"squared moment element = {6*wP:.4f} muB^2")
print(f"chi from formula = {chi:.3f} muB^2/eV per ion")
print(f"chi from energy curvature = {chi_curv:.3f} muB^2/eV per ion")
print(f"muB = {muB:.4e} erg/G")
print(f"chi per mole = {chi_mol:.3e} cm^3/mol")
print("scan: JH/lambda, gap/lambda, w(3P0), w(jj), n(j=1/2)")
for x in (0.0, 0.1, 0.3, 0.6, 0.75, 1.0, 2.0, 5.0, 20.0):
    es, vs = np.linalg.eigh(hamiltonian(2.0, x, 1.0))
    gs = vs[:, 0]
    print(f"  {x:5.2f}  {es[1]-es[0]:.4f}  {mean(triplet, gs):.4f}"
          f"  {mean(closed_shell, gs):.4f}  {abs(mean(n_half, gs)):.4f}")
print("no test failed")
```

Running it gives:

```
U = 2.00 eV, JH = 0.30 eV, lambda = 0.40 eV
JH/lambda = 0.750
3P energy without spin-orbit = 8.1000 eV
1D above 3P = 0.6000 eV, 1S above 3P = 1.5000 eV
J=0 coupling sqrt(2)*lambda = 0.5657 eV
J=2 coupling lambda/sqrt(2) = 0.2828 eV
R = 2.2113 eV
levels: J, degeneracy, E - E(3P) in eV, E - E(ground) in eV
  0  1    -0.5557     0.0000
  1  3    -0.2000     0.3557
  2  5     0.0536     0.6093
  2  5     0.7464     1.3021
  0  1     1.6557     2.2113
Van Vleck gap = 0.3557 eV
gap / k_B = 4127 K
gap without 3P-1S mixing = 0.2000 eV
LS limit lambda/2 = 0.2000 eV
LS with first correction = 0.4133 eV
jj limit 3*lambda/2 = 0.6000 eV
jj with first correction = 0.1000 eV
3P0 weight = 0.9296, 1S0 weight = 0.0704
filled j=3/2 shell weight = 0.8844
electrons in j=1/2 = 0.2312
squared moment element = 5.5776 muB^2
chi from formula = 31.364 muB^2/eV per ion
chi from energy curvature = 31.363 muB^2/eV per ion
muB = 9.2740e-21 erg/G
chi per mole = 1.014e-03 cm^3/mol
scan: JH/lambda, gap/lambda, w(3P0), w(jj), n(j=1/2)
   0.00  1.5000  0.6667  1.0000  0.0000
   0.10  1.3508  0.7343  0.9946  0.0109
   0.30  1.1375  0.8311  0.9636  0.0728
   0.60  0.9495  0.9082  0.9082  0.1835
   0.75  0.8892  0.9296  0.8844  0.2312
   1.00  0.8166  0.9523  0.8518  0.2965
   2.00  0.6789  0.9842  0.7788  0.4424
   5.00  0.5767  0.9971  0.7167  0.5667
  20.00  0.5198  0.9998  0.6798  0.6404
no test failed
```
